\section*{Why core levels shift with environment: valence and Madelung contributions}

\section{What symmetry and dimensions allow}

A filled core shell has a spherical density. A first-order energy shift is linear in the change of potential, and a spherical density can pick out of that change only its spherical average. The shell's mean shift is therefore governed by a single radial function, $\Delta v(r)$, sampled where the core orbital lives.

Let the atom become an ion of charge $+Q$ in a lattice of ions $\pm Q$. Two lengths enter: the size $r_v$ of the valence shell that lost charge, and the nearest-neighbour distance $d$. In Hartree atomic units an electrostatic energy is a charge divided by a length. Coulomb potentials add, so the two sources contribute separately:
\begin{equation}
\Delta\varepsilon_c\approx Q\left(-\frac{a}{r_v}+\frac{\alpha}{d}\right),
\label{form}
\end{equation}
with pure numbers $a$ and $\alpha$. Losing valence electrons removes repulsion and lowers the level. The negative neighbours of a cation raise it. It remains to find the numbers and to weigh what (\ref{form}) omits.

Throughout, potentials are potential energies of an electron, the treatment is non-relativistic, and $\varepsilon_c$ is an orbital energy in a mean-field potential. The starting point is the free neutral atom.

\section{The first-order shift}

Let $u_c(r)$ be the normalized radial function, $\int_0^\infty u_c^2\,dr=1$, with $h\,u_c=\varepsilon_c u_c$. Replace $h$ by $h+\lambda\Delta v$ and expand $u=u_c+\lambda u^{(1)}+\dots$, $\varepsilon=\varepsilon_c+\lambda\varepsilon^{(1)}+\dots$. The terms linear in $\lambda$ give
\begin{equation}
(h-\varepsilon_c)u^{(1)}+(\Delta v-\varepsilon^{(1)})u_c=0 .
\end{equation}
Multiply by $u_c$ and integrate. Since $h$ is Hermitian, it can act to the left, where $(h-\varepsilon_c)u_c=0$ removes the first term. At $\lambda=1$,
\begin{equation}
\Delta\varepsilon_c\approx\int_0^\infty u_c^2(r)\,\Delta v(r)\,dr .
\label{first}
\end{equation}
If $\Delta v$ is nearly constant over the core, this is nearly $\Delta v(0)$, whichever core level is considered. The nuclear attraction $-Z/r$ is the same before and after, so it drops out of $\Delta v$.

Here $\Delta v$ is the change of the self-consistent potential. It contains the valence and lattice parts, and also the potential made by the core's own rearrangement and the change of exchange and correlation. These last two are absent from (\ref{form}) and are weighed below.

For the lowest level of a given $l$, the new energy is the minimum of $\langle u|h+\Delta v|u\rangle$. The old orbital is an allowed trial function, so the new energy cannot exceed $\varepsilon_c+\langle u_c|\Delta v|u_c\rangle$. The remainder beyond (\ref{first}) is thus zero or negative. A constant $\Delta v$ leaves $u_c$ unchanged and gives no remainder.

\section{The non-spherical part}

For a shell with angular momentum $l$, average the first-order shift over $m$, using $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$:
\begin{equation}
\frac{1}{2l+1}\sum_m\int u_c^2|Y_{lm}|^2\,\Delta V(\mathbf r)\,dr\,d\Omega
=\int u_c^2\left[\frac1{4\pi}\int\Delta V\,d\Omega\right]dr .
\end{equation}
The bracket is $\Delta v(r)$. Non-spherical terms can split the shell but do not move its mean at this order.

The size of the splitting follows from one charge $q$ at distance $R$ on the $z$ axis. For $r<R$,
\begin{equation}
-\frac{q}{|\mathbf r-\mathbf R|}=-q\sum_L\frac{r^L}{R^{L+1}}P_L(\cos\theta).
\end{equation}
In a $p$ orbital the $L=1$ term vanishes by parity, and terms with $L>2$ vanish because a product of two $l=1$ harmonics contains none. For $m=0$, $\langle\cos^2\theta\rangle=3/5$, so $\langle P_2\rangle=\frac12(\frac95-1)=\frac25$. For $m=\pm1$, $\langle\cos^2\theta\rangle=1/5$, so $\langle P_2\rangle=\frac12(\frac35-1)=-\frac15$. Hence
\begin{equation}
\varepsilon_{\pm1}-\varepsilon_0=\frac35\,\frac{q\langle r^2\rangle}{R^3},
\qquad
\frac{\varepsilon_0+2\varepsilon_{\pm1}}3=\varepsilon_c-\frac qR .
\end{equation}
For the $2p$ shell of the model introduced below, taken with its valence electrons present, a unit charge at 3.00 angstrom moves the mean by $-4.80$ eV and splits the shell by 0.055 eV. Six equal neighbours along $\pm x,\pm y,\pm z$ do not split it at this order: their $P_2$ terms add to $\frac12[3\cdot2(x^2+y^2+z^2)/r^2-6]=0$.

\section{The valence part}

Let one valence electron have radial density $s(r)$, with $\int_0^\infty s\,dr=1$. A charged spherical layer acts from outside as a point charge and gives a constant potential inside, so
\begin{equation}
v_s(r)=\frac1r\int_0^r s(r')\,dr'+\int_r^\infty\frac{s(r')}{r'}\,dr',
\qquad v_s(0)=\left\langle\frac1r\right\rangle_{\rm val}.
\label{shell}
\end{equation}
Subtracting the two expressions leaves
\begin{equation}
v_s(0)-v_s(r)=\int_0^r s(r')\left(\frac1{r'}-\frac1r\right)dr' .
\label{flat}
\end{equation}
Only valence charge inside radius $r$ spoils the flatness. The potential at the nucleus can therefore stand for the whole core when little valence charge lies within the core region. Removing $Q$ electrons at fixed shell shape gives $-Q\langle1/r\rangle_{\rm val}$.

The worked example is a model ion with nuclear charge 12 and a self-consistent core $1s^22s^22p^6$, treated with local-density exchange and no correlation. Its two valence electrons have the prescribed density $s=(2\zeta)^7r^6e^{-2\zeta r}/6!$, with $\zeta=2.25$ per angstrom. Then
\begin{equation}
\left\langle\frac1r\right\rangle_{\rm val}=\frac{(2\zeta)^7}{6!}\,\frac{5!}{(2\zeta)^6}=\frac{\zeta}{3}=0.750\ \text{per angstrom}.
\end{equation}
In these units the Coulomb constant is 14.40 eV angstrom. Removing both electrons, $Q=2$, contributes
\begin{equation}
-2\times14.40\times0.750=-21.60\ \text{eV}.
\end{equation}

At small $r$, (\ref{flat}) gives $v_s(0)-v_s(r)\approx(2\zeta)^7r^6/(6!\cdot42)$, since $\frac16-\frac17=\frac1{42}$. This leading term needs $2\zeta r\ll1$: it exceeds the exact difference by 18\% at 0.05 angstrom and by a factor 3.7 at 0.4 angstrom. The potential is very flat near the nucleus. Averaged over the $2p$ orbital, $v_s$ lies 0.5\% below its value at the nucleus. For a compact shell with $\zeta=7.5$ per angstrom, which overlaps the core, the deficit is 15\%. Replacing the core average by the value at the nucleus is then a poor approximation.

\section{The Madelung part}

The average of $1/|\mathbf r-\mathbf R|$ over a sphere of radius $r$ is
\begin{equation}
\frac12\int_{-1}^{1}\frac{dx}{\sqrt{r^2+R^2-2rRx}}=\frac{r+R-|r-R|}{2rR}=\frac1{\max(r,R)} .
\end{equation}
Inside the nearest neighbours every lattice charge $Q_j$ at distance $R_j$ therefore contributes a constant:
\begin{equation}
\Delta v_{\rm M}=-\sum_{j\ne0}\frac{Q_j}{R_j}=\frac{\alpha Q}{d},
\qquad \alpha=-\sum_{j\ne0}\frac{Q_j}{Q}\,\frac d{R_j}.
\end{equation}

For rock salt the sum depends on how the crystal is terminated. Build it from cubes of side $d$ with charges $\pm Q/8$ alternating on the corners. Such a cube has no charge, dipole or quadrupole, so its potential falls as $R^{-4}$ and the sum over cubes converges. The zero of energy is the vacuum far from this crystal, which has no surface dipole layer. The result is $\alpha=1.7476$. With $d=3.00$ angstrom,
\begin{equation}
\Delta v_{\rm M}=1.7476\times\frac{2\times14.40}{3.00}=16.78\ \text{eV}.
\end{equation}

The constancy ends at the first neighbours. On a sphere of radius $1.2d$ the six nearest anions contribute $1/(1.2d)$ each instead of $1/d$, and the average falls from $1.7476\,Q/d$ by $6(1-1/1.2)=1$ to $0.7476\,Q/d$. The core does not reach that far in any relevant amount.

Real anions are extended. By (\ref{shell}), a spherical shell centred at distance $d$ repels an electron at the cation nucleus less than a point charge does, because
\begin{equation}
v_s(d)-\frac1d=\int_d^\infty s(r')\left(\frac1{r'}-\frac1d\right)dr'<0 .
\end{equation}
If the charge gained by each anion has the form $s\propto r^4e^{-2\zeta r}$ with $\zeta=2$ per angstrom, the six nearest neighbours together give a correction of $-0.04$ eV. This is 0.25\% of the Madelung part and is left out below. It is the value at the nucleus for $d=3.00$ angstrom. With the core allowed to respond, the $1s$ level moves by $-0.08$ eV, and by about $-0.17$ eV if the anion tail also enters the local exchange. The value at the nucleus grows to $-0.27$ eV at 2.46 angstrom and $-0.42$ eV at 2.33 angstrom.

\section{The balance}

The ionic formula is
\begin{equation}
\Delta\varepsilon_c\approx-Q\left\langle\frac1r\right\rangle_{\rm val}+\frac{\alpha Q}{d},
\label{ionic}
\end{equation}
and here it gives $-21.60+16.78=-4.82$ eV, or $-0.177$ hartree. Most of the valence part is cancelled. Within (\ref{ionic}) the two parts balance at
\begin{equation}
d=\frac{\alpha}{\langle1/r\rangle_{\rm val}}=\frac{1.7476}{0.750}=2.33\ \text{angstrom}.
\end{equation}
At larger $d$ the formula puts the cation level below that of the free atom, and at smaller $d$ above it, as long as the ions do not overlap. The terms it omits move the crossing point, as shown below. The ionic charge alone thus fixes neither the size nor the sign of the shift. As $d\to\infty$ the free-ion result remains. For the anion both signs reverse, and $\langle1/r\rangle$ refers to the shell that receives the charge. The assumption of a fixed shell shape is poor there, because that shell already holds other electrons. In Hartree--Fock the $1s$ level rises by 15.1 eV from F to F$^-$ and by 10.3 eV from Cl to Cl$^-$, about half of the 35.0 and 20.1 eV given by $\langle1/r\rangle$ of the neutral $p$ shells.

\section{The neglected response}

The table resolves the first-order shift of the free ion, in eV. Entries are rounded separately.

\begin{center}
\begin{tabular}{lrrr}
 & $1s$ & $2s$ & $2p$\\
valence repulsion & $-21.60$ & $-21.51$ & $-21.49$\\
core rearrangement & $1.17$ & $0.64$ & $0.66$\\
exchange & $-0.02$ & $0.08$ & $0.12$\\
first-order sum & $-20.45$ & $-20.79$ & $-20.70$\\
self-consistent shift & $-20.45$ & $-20.79$ & $-20.71$
\end{tabular}
\end{center}

The last two rows come from different calculations: an average over the unperturbed orbital, and a difference of two self-consistent eigenvalues. They differ by less than 0.007 eV, so first-order theory is not the weak point. For $2p$, halving $\Delta v$ divides the remainder by 3.8, close to the factor 4 of a second-order term.

In this model, where the whole valence shell is removed at fixed shape, the main omission in (\ref{ionic}) is the core rearrangement. By (\ref{flat}), the potential $-Qv_s(r)$ left by the lost electrons rises outward, which pulls the $2s$ and $2p$ electrons inward. This is one of two causes of the contraction. A contracted core repels its own electrons more strongly, in line with the positive entries. The other cause is exchange: removing the valence density weakens the local exchange attraction in the outer core and hardly at all near the nucleus, so this change also rises outward. In this model it is the larger cause. Removing the valence charge from the electrostatic term alone gives a $1s$ rearrangement term of 0.50 eV, and removing it from the exchange term alone gives 0.69 eV; this separation is not part of the check printed below. The $1s$ level has the flattest valence potential but the largest rearrangement term. Differentiating (\ref{shell}) gives $dv/dr=-N(r)/r^2$, with $N(r)$ the number of electrons inside $r$. If the contraction raises $N(r)$ at every radius, which was not checked separately, the change of the core potential is largest at the nucleus and falls outward to zero. The most compact orbital then feels the most of it.

In the lattice, the constant $\Delta v_{\rm M}$ moves every level by 16.78 eV without changing the orbitals. The shifts become $-3.7$, $-4.0$ and $-3.9$ eV for $1s$, $2s$ and $2p$, against $-4.8$ eV from (\ref{ionic}). The discrepancies, 0.8 to 1.1 eV, are 4 to 5\% of the valence part but 20 to 31\% of the net shifts. Cancellation turns a small error in one part into a substantial error in the sum. At $d=3.00$ angstrom (\ref{ionic}) gives the sign and rough size. Near the balance it does not: the self-consistent $1s$ shift vanishes at $d=1.7476\times2\times14.40/20.45=2.46$ angstrom instead of 2.33, and between these distances the formula has the wrong sign. This holds for point anions. With the extended anion charge of the Madelung section included electrostatically, the zero moves to 2.39 angstrom. It moves to about 2.34 angstrom if the spherically averaged anion tail also enters the local exchange. The percentages above belong to this model. For real magnesium in Hartree--Fock, the free-ion $1s$ shift is $-20.05$ eV against $-2\langle1/r\rangle_{3s}=-21.74$ eV for Mg$^{2+}$, a miss of 8\%. For Mg$^+$, where one valence electron remains, it is $-8.83$ eV against $-10.87$ eV, a miss of 19\%. In general a quantitative shift needs the self-consistent $\Delta v$.

\section{From orbital energy to binding energy}

The orbital binding energy $-\varepsilon_c$ shifts by $-\Delta\varepsilon_c$, so here the $1s$ electron is bound more strongly by 3.7 eV. This is an initial-state shift. Removing a core electron also makes the surroundings relax around the hole, and a difference in that relaxation between two environments adds to a measured shift. If energies are referred to the Fermi level $\mu$ instead of the vacuum, the level shift becomes $\Delta\varepsilon_c-\Delta\mu$. Two compounds can be compared through (\ref{ionic}) only after both are put on the same reference.

The numerical check printed below covers both contributions, the neglected terms and the conditions under which the potential is flat.

\section*{Calculated quantities}
\begin{verbatim}
nuclear charge: 12 e
ion charge Q: 2 e
valence exponent: 2.25 1/angstrom
anion exponent: 2.00 1/angstrom
compact-shell exponent: 7.50 1/angstrom
neighbour distance d: 3.00 angstrom
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
valence mean 1/r: 0.7500 1/angstrom
valence mean radius: 1.556 angstrom
1s level, free atom: -1248.615 eV
2s level, free atom: -76.406 eV
2p level, free atom: -44.222 eV
1s shift, free ion: -20.451 eV
2s shift, free ion: -20.792 eV
2p shift, free ion: -20.708 eV
1s first-order shift: -20.451 eV
  1s valence part: -21.599 eV
  1s core part: 1.168 eV
  1s exchange part: -0.020 eV
  1s remainder: -0.00000 eV
2s first-order shift: -20.790 eV
  2s valence part: -21.510 eV
  2s core part: 0.636 eV
  2s exchange part: 0.085 eV
  2s remainder: -0.00198 eV
2p first-order shift: -20.701 eV
  2p valence part: -21.486 eV
  2p core part: 0.663 eV
  2p exchange part: 0.121 eV
  2p remainder: -0.00630 eV
2p remainder ratio, full/half dv: 3.828
1s shift fraction at half charge: 0.5023
2p flatness loss, diffuse shell: 0.525 percent
2p flatness loss, compact shell: 14.693 percent
Madelung constant, series: 1.747565
Madelung constant, direct sum: 1.747596
sphere average at 0.5 d: 1.747596 Q/d
sphere average at 1.2 d: 0.747596 Q/d
2p mean, one unit charge at d: -4.7999 eV
2p splitting, one unit charge at d: 0.0553 eV
valence part -Q<1/r>: -21.599 eV
Madelung part alpha Q/d: 16.776 eV
ionic formula, sum: -4.823 eV
ionic formula, sum in hartree: -0.1773 hartree
neighbour penetration correction: -0.0418 eV
1s shift in lattice: -3.675 eV
2s shift in lattice: -4.016 eV
2p shift in lattice: -3.931 eV
distance of exact cancellation: 2.330 angstrom
\end{verbatim}
